# Spacing of perfect edge misfit dislocations at a relaxed Ge/Si(001) interface: test program

```python
"""Spacing of perfect edge misfit dislocations at a relaxed Ge/Si (001) interface.

Result under test:  D = a_si * a_ge / (sqrt(2) * (a_ge - a_si))
  a_si, a_ge : cubic lattice parameters (nm)
  b = a/sqrt(2) : length of the Burgers vector a/2<110> in the interface
  D : mean distance between parallel dislocation lines (nm)
The formula is compared with a search for skipped sites in atomic coordinates
and with the summed elastic strain of a row of dislocations.
"""
from itertools import product
import numpy as np
from scipy import constants
from scipy.spatial import cKDTree


def spacing(a_small, a_large):
    return a_small * a_large / (np.sqrt(2) * (a_large - a_small))


def skipped_site_gaps(a_small, a_large, n_atoms=24000):
    """Distances between places where a row of upper atoms skips a lower site."""
    i = np.arange(-10, int(1.08 * n_atoms))
    lower = np.vstack([np.column_stack([i, i + s]) for s in (-2, 0, 2)])
    lower = lower * a_small / 2
    k = np.arange(n_atoms)
    upper = np.column_stack([k, k]) * a_large / 2 + 0.03
    partner = lower[cKDTree(lower).query(upper)[1]]
    step = np.linalg.norm(np.diff(partner, axis=0), axis=1)
    along = np.linalg.norm(upper - upper[0], axis=1)
    skip = np.where(step > 1.5 * a_small / np.sqrt(2))[0]
    return np.diff(0.5 * (along[skip] + along[skip + 1]))


def row_strain(b, d, x, y, nu, normal=False, n_lines=100000):
    """In-plane strain e_xx at (x, y), summed over lines at x = n*d, y = 0.

    Burgers vector along x, or along the interface normal y if normal=True.
    Isotropic elasticity, plane strain; stresses are in units of the shear modulus.
    """
    dx = x - d * np.arange(-n_lines, n_lines + 1)
    # p is the coordinate along the Burgers vector, q the one at right angles
    p, q = (y * np.ones_like(dx), -dx) if normal else (dx, y)
    r4 = (p**2 + q**2) ** 2
    pre = b / (2 * np.pi * (1 - nu))
    s_pp = -pre * q * (3 * p**2 + q**2) / r4
    s_qq = pre * q * (p**2 - q**2) / r4
    s_xx, s_yy = (s_qq, s_pp) if normal else (s_pp, s_qq)
    return np.sum((1 - nu) * s_xx - nu * s_yy) / 2


# Lattice parameters at room temperature, nm
a_si = round(constants.value("lattice parameter of silicon") * 1e9, 4)
a_ge = 0.5658                      # typical input value
b_si, b_ge = a_si / np.sqrt(2), a_ge / np.sqrt(2)
misfit = (a_ge - a_si) / a_si
D = spacing(a_si, a_ge)

# Translations of the diamond structure, coordinates in units of a/4
fcc = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
sites = set(fcc) | {tuple(c + 1 for c in s) for s in fcc}
moves = [t for t in product(range(-4, 5), repeat=3) if any(t) and all(
    tuple((s[k] + t[k]) % 4 for k in range(3)) in sites for s in sites)]
lengths = np.array([np.linalg.norm(t) for t in moves])
shortest = [t for t, q in zip(moves, lengths) if q < lengths.min() + 1e-9]
in_plane = {t for t in shortest if t[2] == 0}
assert in_plane == {(2, 2, 0), (2, -2, 0), (-2, 2, 0), (-2, -2, 0)}
assert abs(lengths.min() / 4 - 1 / np.sqrt(2)) < 1e-12

# Atomic planes normal to [110]: number per Burgers vector length
block = [tuple(s[k] + 4 * c[k] for k in range(3))
         for s in sites for c in product(range(3), repeat=3)]
levels = np.array(sorted({s[0] + s[1] for s in block})) / np.sqrt(2)
assert np.allclose(np.diff(levels), levels[1] - levels[0])
planes_per_b = lengths.min() / (levels[1] - levels[0])
assert abs(planes_per_b - 2) < 1e-12

# Inclined Burgers vectors for a line along [1,-1,0]
line = np.array([1, -1, 0]) / np.sqrt(2)
across = np.array([1, 1, 0]) / np.sqrt(2)
mixed = [np.array(t) for t in shortest if t[2] != 0]
useful = np.array([abs(t @ across) for t in mixed]) / lengths.min()
angle = np.degrees(np.arccos([abs(t @ line) / lengths.min() for t in mixed]))
assert len(mixed) == 8
assert np.allclose(useful, 0.5) and np.allclose(angle, 60)
D_60 = useful[0] * D

# Film with one tenth of the misfit left as strain, and the heated interface
kept = 0.10
a_film = a_ge - kept * (a_ge - a_si)
D_kept = spacing(a_si, a_film)
alpha_si, alpha_ge, heating = 2.6e-6, 5.9e-6, 500.0   # rough values, 1/K and K
a_si_hot = a_si * (1 + alpha_si * heating)
a_ge_hot = a_ge * (1 + alpha_ge * heating)
D_hot = spacing(a_si_hot, a_ge_hot)
# Frozen line count keeps the hot ratio of Ge to Si steps after cooling
frozen_strain = a_si * a_ge_hot / a_si_hot / a_ge - 1
assert frozen_strain > 0

# Skipped sites in the coordinates against the formula; the end error of the
# mean is at most one atomic step divided by the number of gaps
gaps = skipped_site_gaps(a_si, a_ge)
for small, large, predicted in ((a_si, a_ge, D), (a_si, a_film, D_kept),
                                (a_si_hot, a_ge_hot, D_hot)):
    found = skipped_site_gaps(small, large)
    assert len(found) > 800
    assert abs(found.mean() - predicted) < 1e-3
D_mixed_formula = b_si / misfit
assert abs(gaps.mean() - D_mixed_formula) > 0.3

# Far strain of the row; tolerance covers the truncated sum
b_mean = (b_si + b_ge) / 2
misfit_mean = (b_ge - b_si) / b_mean
jumps = []
for nu in (0.20, 0.35):
    above = row_strain(b_mean, D, 0.3 * D, 3 * D, nu)
    below = row_strain(b_mean, D, 0.3 * D, -3 * D, nu)
    assert abs(above / (-b_mean / (2 * D)) - 1) < 1e-4
    assert abs(below / (b_mean / (2 * D)) - 1) < 1e-4
    jumps.append(below - above)
    # agreement with the misfit holds up to second order in the misfit
    assert abs(jumps[-1] / misfit_mean - 1) < 1e-3
    tilt = row_strain(b_mean, D, 0.3 * D, 3 * D, nu, normal=True)
    assert abs(tilt) < 1e-4 * misfit_mean

D_rounded = spacing(round(a_si, 3), round(a_ge, 3))
D_shifted = spacing(a_si, a_ge + 1e-4)

print(f"Si lattice parameter: {a_si:.4f} nm")
print(f"Ge lattice parameter (typical input): {a_ge:.4f} nm")
print(f"difference of lattice parameters: {a_ge - a_si:.4f} nm")
print(f"Burgers length in Si: {b_si:.4f} nm")
print(f"Burgers length in Ge: {b_ge:.4f} nm")
print(f"difference of Burgers lengths: {b_ge - b_si:.5f} nm")
print(f"misfit relative to Si: {100 * misfit:.2f} %")
print(f"(220) half-planes per dislocation: {planes_per_b:.0f}")
print(f"dislocation spacing D, formula: {D:.2f} nm")
print(f"mean spacing of skipped sites in coordinates: {gaps.mean():.2f} nm")
print(f"number of gaps averaged: {len(gaps)}")
print(f"smallest and largest gap: {gaps.min():.2f} and {gaps.max():.2f} nm")
print(f"Ge steps per spacing: {D / b_ge:.2f}")
print(f"Si steps per spacing: {D / b_si:.2f}")
print(f"lines per micrometre in each set: {1000 / D:.1f}")
print(f"mixed formula b_Si/f: {D_mixed_formula:.2f} nm")
print(f"strain jump of the row, Poisson ratio 0.20: {100 * jumps[0]:.3f} %")
print(f"strain jump of the row, Poisson ratio 0.35: {100 * jumps[1]:.3f} %")
print(f"misfit relative to mean lattice: {100 * misfit_mean:.3f} %")
print(f"D from parameters rounded to 0.001 nm: {D_rounded:.2f} nm")
print(f"D if Ge parameter is 0.0001 nm larger: {D_shifted:.2f} nm")
print(f"D for 60-degree dislocations: {D_60:.2f} nm")
print(f"fraction of misfit kept as strain (assumed): {kept:.2f}")
print(f"in-plane film parameter in that case: {a_film:.4f} nm")
print(f"D in that case: {D_kept:.2f} nm ({100 * (D_kept / D - 1):+.1f} %)")
print(f"expansion coefficient of Si (rough): {alpha_si * 1e6:.1f} e-6 per K")
print(f"expansion coefficient of Ge (rough): {alpha_ge * 1e6:.1f} e-6 per K")
print(f"heating above room temperature (assumed): {heating:.0f} K")
print(f"D at that temperature: {D_hot:.2f} nm ({100 * (D_hot / D - 1):+.1f} %)")
print(f"film strain after cooling, lines frozen: {100 * frozen_strain:+.2f} %")
print("all good")
```

Running it gives:

```
Si lattice parameter: 0.5431 nm
Ge lattice parameter (typical input): 0.5658 nm
difference of lattice parameters: 0.0227 nm
Burgers length in Si: 0.3840 nm
Burgers length in Ge: 0.4001 nm
difference of Burgers lengths: 0.01605 nm
misfit relative to Si: 4.18 %
(220) half-planes per dislocation: 2
dislocation spacing D, formula: 9.57 nm
mean spacing of skipped sites in coordinates: 9.57 nm
number of gaps averaged: 1002
smallest and largest gap: 9.20 and 9.60 nm
Ge steps per spacing: 23.93
Si steps per spacing: 24.93
lines per micrometre in each set: 104.5
mixed formula b_Si/f: 9.19 nm
strain jump of the row, Poisson ratio 0.20: 4.096 %
strain jump of the row, Poisson ratio 0.35: 4.096 %
misfit relative to mean lattice: 4.094 %
D from parameters rounded to 0.001 nm: 9.45 nm
D if Ge parameter is 0.0001 nm larger: 9.53 nm
D for 60-degree dislocations: 4.79 nm
fraction of misfit kept as strain (assumed): 0.10
in-plane film parameter in that case: 0.5635 nm
D in that case: 10.59 nm (+10.7 %)
expansion coefficient of Si (rough): 2.6 e-6 per K
expansion coefficient of Ge (rough): 5.9 e-6 per K
heating above room temperature (assumed): 500 K
D at that temperature: 9.22 nm (-3.7 %)
film strain after cooling, lines frozen: +0.16 %
all good
```
